# Strang Splitting for Advection and Adsorption: Smooth Pulses and Smooth Walls

## A thousandfold gain from half a shift

A precursor pulse flows for 0.16 s through a reactor whose walls adsorb it. The calculation is cut into 256 time steps, and in each step the gas is first moved and then allowed to adsorb. At the end of the run, the largest error in the free-site fraction is $3.5\times10^{-3}$. Now half of the first gas displacement is postponed to the end of the run, and nothing else is changed. This final error falls to $2.9\times10^{-6}$, about 1200 times less, for practically the same work.

Both calculations solve the motion and the adsorption without error when each acts alone. The difference must therefore come from the way they are interleaved. Finding out how shows why the second scheme works, and also when most of the gain is lost.

## The model

Let $n(x,t)$ be the precursor density in plug flow at constant speed $u$, and let $q(x,t)$ be the density of free surface sites divided by a nominal value $N_s$. Gas strikes the wall at the rate $vn/4$ per area, where $v$ is the mean thermal speed. A fraction $\beta q$ of the impacts adsorbs irreversibly, each using one site:

$$N_s q_t=-\tfrac14\beta v\,nq,\qquad n_t+un_x=-\tfrac14 s\beta v\,nq .$$

Here $s$ is the wall area per gas volume. The model leaves out axial diffusion, density gradients across the gap, desorption and by-products. It takes the precursor to be dilute in a carrier gas, so that adsorption does not change $u$, and the pressure drop along the reactor to be small compared with the total pressure. The errors quoted here measure how well the model equations are solved. In a real reactor the omitted axial diffusion can change the profiles by more than the choice of splitting does.

With $n=n_0c$, where $n_0$ is the peak inlet density, these become

$$c_t+uc_x=-\kappa g\,cq,\qquad q_t=-\kappa\,cq,\qquad \kappa=\frac{\beta vn_0}{4N_s},\quad g=\frac{N_ss}{n_0}. \tag{1}$$

The rate $\kappa$ says how fast a free site is filled at peak density. The ratio $g$ compares the capacity of the wall with the gas content of the same volume.

The example uses round parameters for a model precursor: 20 Pa peak partial pressure, 500 K, molar mass 0.1 kg/mol, $\beta=5\times10^{-4}$ and $N_s=4\times10^{18}\ \mathrm{m^{-2}}$. Two reactive plates 4 mm apart give $s=2/(0.004\ \mathrm m)=500\ \mathrm{m^{-1}}$. With $n_0=2.897\times10^{21}\ \mathrm{m^{-3}}$ and $v=325.4$ m/s,

$$\kappa=\frac{(5\times10^{-4})(325.4)(2.897\times10^{21})}{4(4\times10^{18})}\ \mathrm{s^{-1}}=29.5\ \mathrm{s^{-1}},\qquad g=\frac{(4\times10^{18})(500)}{2.897\times10^{21}}=0.690 .$$

The flow speed is 5 m/s and the reactor is 0.8 m long. Laminar flow of a nitrogen carrier (viscosity about $2.6\times10^{-5}$ Pa s) through this gap loses about 80 Pa over that length, so a constant $u$ requires a total pressure of order 1000 Pa or more. An effective axial diffusivity of $3\times10^{-3}\ \mathrm{m^2/s}$, a rough estimate for that pressure, would change $q$ by about $5\times10^{-3}$, more than the error of the naive splitting at 256 steps. The inlet pulse is $\sin^4(\pi t/t_p)$ with $t_p=0.2$ s. At $t=0$ all of it lies upstream of $x=0$. The initial site profile rises from 0 to 1 over the first 0.2 m as $6y^5-15y^4+10y^3$, with $y=x/(0.2\ \mathrm m)$.

## Two substeps without error

Advection alone is a displacement, $c(x,t+\tau)=c(x-u\tau,t)$. If the displacement is a whole number of grid cells, the nodal values are moved without interpolation.

Adsorption alone couples $c$ and $q$ at one position. From (1) without the flow term, $c_t-gq_t=0$, so $D=c-gq$ is constant. Substituting $c=D+gq$ gives $q_t=-\kappa q(D+gq)$. The reciprocal $r=1/q$ obeys a linear equation:

$$r_t=-\frac{q_t}{q^2}=\kappa(Dr+g),\qquad r(\tau)=r(0)e^{\kappa D\tau}+g\varphi,\qquad \varphi=\frac{e^{\kappa D\tau}-1}{D}.$$

Let $c,q$ be the values before the substep and $c',q'$ those after it. Since $e^{\kappa D\tau}=1+D\varphi$,

$$\frac1{q'}=\frac{1+D\varphi+gq\varphi}{q}=\frac{1+c\varphi}{q}.$$

The gas value follows from $c'=D+gq'$, whose numerator is $D+Dc\varphi+gq=c(1+D\varphi)$. Hence

$$q'=\frac{q}{1+c\varphi},\qquad c'=\frac{c\,e^{\kappa D\tau}}{1+c\varphi}. \tag{2}$$

For either sign of $D$, $\varphi$ is positive, so neither density can become negative, however long the step. As $D\to0$, $\varphi\to\kappa\tau$; near this limit $\varphi$ should be evaluated by a routine that avoids subtracting nearly equal numbers. For $c=0.8$, $q=0.5$ and $\tau=5$ ms, (2) gives $c'=0.7625$ and $q'=0.4457$. Direct numerical integration agrees, as it does for a case with $D<0$ and one with $D=0$.

## What the naive order does

Write $A_\tau$ for advection and $B_\tau$ for adsorption. The naive step, called Lie splitting, is $B_\tau A_\tau$, with the right-hand operation done first.

To see its fault, label each gas parcel by its initial position $\xi=x-ut$ and write $C(\xi,t)=c(\xi+ut,t)$. The true equations are then

$$C_t(\xi,t)=-\kappa g\,C(\xi,t)\,q(\xi+ut,t),\qquad q_t(x,t)=-\kappa\,q(x,t)\,C(x-ut,t). \tag{3}$$

In the naive scheme a parcel is moved to its end-of-step position and reacts there for the whole step. This is (3) with the displacement $ut$ replaced by $um(t)$, where $m(t)=t_{n+1}$ throughout the step from $t_n$ to $t_{n+1}$. The gas is ahead of its true position by $u\tau/2$ on average. Reversing the order gives $m=t_n$, and the gas lags by the same amount.

The remedy is to let the parcel react at its mid-step position, $m=t_n+\tau/2$. This is the Strang step

$$S_\tau=A_{\tau/2}B_\tau A_{\tau/2}. \tag{4}$$

In a sequence of such steps, adjacent half shifts merge into full shifts. Comparing the two sequences gives

$$(B_\tau A_\tau)^N=A_{-\tau/2}\,S_\tau^N\,A_{\tau/2}.$$

The naive run is therefore a Strang run in which the gas has a head start of half a step, which is taken back at the end. The head start puts the front a little way into the wall without reaction. Here both the pulse and the site profile vanish smoothly at that point, so the missing reaction is far smaller than $\tau^2$. Up to second-order terms the sites are thus those of the true solution at the later time $t+\tau/2$:

$$q_{\rm Lie}-q\simeq\frac\tau2q_t=-\frac\tau2\kappa cq,\qquad c_{\rm Lie}-c\simeq\frac\tau2(c_t+uc_x)=-\frac\tau2\kappa g\,cq. \tag{5}$$

The gas expression contains $c_t+uc_x$ because the final backward shift returns each parcel to its proper place, with its reaction advanced by $\tau/2$.

Equation (5) predicts that the two largest errors have the ratio $g=0.690$. At 256 steps they are $2.425\times10^{-3}$ and $3.512\times10^{-3}$, whose ratio is 0.690. Compared with the true sites at $t+\tau/2$, the naive result is off by only $2.9\times10^{-6}$, and this remainder falls at second order.

Equation (5) also limits the complaint. Once the pulse has passed a site, $c=0$ there and the first-order error vanishes. For smooth data with no gas over free sites at the start, as here, the naive order therefore spoils the history of the exposure, but not the final coverage, at first order. If gas and sites already overlap at $t=0$, the head start skips a reaction of order $\tau$, and the final coverage keeps a first-order error.

The limit $g\to0$ makes this plain. The gas is then not depleted, and (2) reduces to $q'=qe^{-\kappa c\tau}$. Lie splitting adds up the dose $\int c\,dt$ by an end-point rule, and Strang splitting by the midpoint rule. The leading error of the end-point rule is $\tau/2$ times the difference between the last and first values of $c$, which is zero for a completed pulse.

## Why the midpoint gives second order

With depletion, gas and wall influence each other, and the quadrature argument needs a companion that controls this feedback. Let tildes denote the Strang solution, and define $E=\tilde C-C$ and $e=\tilde q-q$, both zero at the start. Subtract (3) from its midpoint version, then add and subtract $Cq$ at the frozen position $\xi+um$:

$$E_t=-\kappa g\,[\tilde qE+Ce]_{\xi+um}+r_C,\qquad r_C=\kappa g\,C(\xi,t)\,[q(\xi+ut,t)-q(\xi+um,t)].$$

In the bracket with a subscript, site quantities are taken at $\xi+um$ and gas quantities belong to parcel $\xi$. In the same way,

$$e_t=-\kappa\,[\tilde Ce+qE]_{x-um}+r_q,\qquad r_q=\kappa\,q(x,t)\,[C(x-ut,t)-C(x-um,t)],$$

where the gas quantities in the first bracket belong to parcel $x-um$.

The residual $r_C$ is itself of first order, because $|t-m|$ reaches $\tau/2$. What counts is its time integral. Expanding about the true position,

$$r_C=(t-m)\,h(t)+\rho,\qquad h=\kappa gu\,C\,q_x(\xi+ut,t),\qquad |\rho|\le\tfrac12\kappa gu^2(t-m)^2\max|q_{xx}|.$$

Over a full step $t-m$ integrates to zero, so the midpoint value of $h$ may be subtracted:

$$\left|\int(t-m)h\,dt\right|=\left|\int(t-m)[h(t)-h(m)]\,dt\right|\le\max|h'|\int(t-m)^2dt=\frac{\tau^3}{12}\max|h'|.$$

The remainder $\rho$ contributes at most $\kappa gu^2\max|q_{xx}|\,\tau^3/24$ per step. Over $T/\tau$ steps both sum to $O(\tau^2)$. An unfinished step adds at most $\max|h|\,\tau^2/4$ from the first term. The same argument applies to $r_q$, with derivatives of the gas profile.

This is where smoothness enters: the estimate uses bounds on $h'$ and $\rho$, and hence on the second derivatives of $c$ and $q$. Bounded second derivatives of the initial data suffice. Differentiating (1) gives equations for the derivatives that are linear at each order, with coefficients and sources already bounded, so the derivatives stay bounded over a finite time. The condition is not necessary, however. A parcel crosses an isolated kink in the wall profile at most once, as a site does a kink in the pulse, and that single step adds only $O(\tau^2)$.

Let $R_C$ and $R_q$ be the largest magnitudes of the accumulated residuals. All densities lie between 0 and 1. Integrating the error equations, taking absolute values and adding gives, for $M=\max|E|+\max|e|$,

$$M(t)\le R_C+R_q+\kappa(1+g)\int_0^tM\,dt',\qquad M(T)\le(R_C+R_q)\,e^{\kappa(1+g)T}. \tag{6}$$

The second inequality is Gronwall's. It proves second order, but its constant is a poor estimate. At 64 steps $R_C+R_q=7.7\times10^{-4}$ and the exponential is $2.9\times10^3$, so the bound is 2.2. The actual errors at the end of the run add up to $1.3\times10^{-4}$. The bound replaces both densities by 1 everywhere and at all times, and taking absolute values discards the damping in the terms $-\kappa g\tilde qE$ and $-\kappa\tilde Ce$. The accumulated residuals themselves, computed from the true solution, fall by a factor of four when $\tau$ is halved.

## A solution to measure against

An independent measurement of the error needs a reference that does not come from splitting. Use the retarded time $\eta=t-x/u$, so that $c_t+uc_x$ becomes $u\,\partial_xc$ at fixed $\eta$. If all gas starts upstream of all sites, let $c_{\rm in}(\eta)$ be the pulse arriving at $x=0$, let $q_0(x)$ be the initial site profile, and define

$$I=\kappa\int_0^\eta c_{\rm in}\,d\eta',\qquad J=\frac{\kappa g}{u}\int_0^xq_0\,dx',\qquad W=e^I+e^J-1.$$

Behind the front the solution is

$$c=c_{\rm in}\frac{e^I}{W},\qquad q=q_0\frac{e^J}{W}. \tag{7}$$

To verify it, differentiate:

$$u\,\partial_xc=-c\,\frac{uJ'e^J}{W}=-\kappa g\,cq,\qquad \partial_\eta q=-q\,\frac{I'e^I}{W}=-\kappa\,cq .$$

At $x=0$, $J=0$ and $c=c_{\rm in}$. At the front, $I=0$ and $q=q_0$. Ahead of the front there is no gas and $q=q_0$. A finite-difference test of (1) confirms the formula.

Take $x=0.2$ m at $t=0.16$ s. The ramp has an effective length of 0.1 m, so $J=(29.46)(0.690)(0.1)/5=0.41$. The retarded time is 0.12 s, or $y=0.6$ of the pulse. From $\sin^4\pi y=\frac38-\frac12\cos2\pi y+\frac18\cos4\pi y$,

$$\int_0^y\sin^4\pi y'\,dy'=\frac{3y}8-\frac{\sin2\pi y}{4\pi}+\frac{\sin4\pi y}{32\pi}=0.281,$$

so $I=(29.46)(0.2)(0.281)=1.66$. The coverage is $1-e^J/W=(e^I-1)/W=4.24/5.74=0.74$. Near 0.4 m it is 0.18, and near 0.6 m only 0.004: the wall fills from the inlet inwards.

Against (7) at the end of the run, 32 Strang steps of 5 ms give maximum errors of $3.4\times10^{-4}$ in $c$ and $1.8\times10^{-4}$ in $q$, relative to the peak gas density and the nominal site density. At 64 steps they are $8.4\times10^{-5}$ and $4.6\times10^{-5}$. The observed order between 128 and 256 steps is 2.00 for both.

## Where a smooth pulse is not enough

Let the site density now jump from 0 to 1 at $x=0$, with the same smooth pulse. The observed order drops to about one, and at 256 steps the gas error is $2.1\times10^{-3}$. The derivative $q_x$ in $h$ is no longer bounded.

A parcel truly reaches the edge at $t_c=-\xi/u$. In the split dynamics it starts to react in the first step whose midpoint lies beyond $t_c$, that is, from the step boundary nearest to $t_c$. Its exposure is wrong by up to $\tau/2$.

These errors do not average out along the way. Parcel $\xi$ meets only the sites $\xi+um$, which are spaced by $u\tau$, and those sites meet only parcels on the same lattice, all with the same timing error. Each lattice behaves as a separate reactor with a slightly displaced edge.

Gas at $x$ after a complete step has reacted during a whole number of steps, namely $x/(u\tau)$ rounded to the nearest integer. A site at $x$ stands for a cell of width $u\tau$ centred on it. The wall lengths to be used in $J$ are therefore

$$\ell_{\rm gas}=u\tau\,\mathrm{round}\!\left(\frac{x}{u\tau}\right),\qquad \ell_{\rm site}=u\tau\left(\left\lfloor\frac{x}{u\tau}\right\rfloor+\frac12\right). \tag{8}$$

On each lattice the displaced edge coincides with a step boundary, so the averaging argument holds again after entry. Formula (7) with these lengths reproduces the split result to $5.4\times10^{-6}$ in $c$ and $1.4\times10^{-6}$ in $q$ at 256 steps, with second-order convergence. This test identifies the cause of the lost order.

The observed orders, 1.05 rather than 1, come from sampling. With 4096 cells along the reactor, one stride $u\tau$ contains 32 cells at 128 steps and 16 at 256. The largest sampled offset is half a stride less half a cell, or $15.5/32$ and $7.5/16$ of a stride. The ratio of these fractions, 1.033, adds $\log_2 1.033=0.05$ to the order.

Over one stride the offset in (8) averages to zero. The total uptake therefore keeps second order: the integral of $q$ over the 0.8 m reactor is wrong by $7\times10^{-7}$ m at 256 steps. Whether a sharp edge matters depends on whether local profiles or totals are wanted.

A rectangular pulse on the smooth wall exchanges the roles of gas and sites. Each site is now exposed for a whole number of steps. The complete pulse carries the same dose as before, though only 80% of it has entered when the run ends. The error in $q$ at 256 steps is $1.2\times10^{-3}$, again with an order near one.

## Choosing the substeps and the step length

Exact adsorption is sufficient for second order, but not necessary. Replacing (2) by one explicit Euler step gives first order and an error in $q$ of $3.1\times10^{-3}$ at 256 steps. The explicit midpoint rule keeps second order, with an error of $2.4\times10^{-5}$, about eight times that of (2). Formula (2) also keeps the densities non-negative for any $\tau$, whereas Euler's $c'=c(1-\kappa gq\tau)$ turns negative when $\kappa gq\tau>1$.

The algorithm is then:

1. Choose $\tau$ so that $u\tau/2$ is a whole number of cells.
2. Shift the gas by $u\tau/2$.
3. Apply (2) at every node for a time $\tau$, then shift by $u\tau$; repeat.
4. After the last adsorption, shift by only $u\tau/2$. For intermediate output, apply this half shift to a copy of the gas values, and continue the run from the unshifted ones.

Adsorption preserves $c-gq$ at each node, and a shift preserves the total gas until some leaves the reactor. The integral of $c-gq$ is therefore conserved, here to rounding error. This checks the bookkeeping but not the accuracy: the naive order conserves it as well.

Accuracy is checked by halving $\tau$ twice. Successive differences should fall by a factor of four. For smooth data the error is then $K\tau^2$ and the difference between two runs is $K\tau^2-K\tau^2/4$, three times the error of the finer run. With a kink in the wall or the pulse, the constant depends on where the kink falls within a step, and the factor three is only a rough guide. A factor near two points to an edge in the wall or the pulse, to a first-order substep, or to a forgotten half shift. Gas and sites should both be checked: if only the final half shift is missing, the gas shows a factor near two, but the sites still show four. The remaining figures are in the numerical output.

## Calculated quantities

```
peak gas density: 2.8972e+21 m^-3
mean thermal speed: 325.37 m/s
adsorption rate kappa: 29.4577 s^-1
capacity ratio g: 0.6903
end time: 0.160 s
adsorb 5 ms: c,q 0.8000,0.5000 -> 0.762505,0.445685
adsorb 5 ms: c,q 0.1000,0.9000 -> 0.091315,0.887419
adsorb 5 ms: c,q 0.3452,0.5000 -> 0.328464,0.475811
closed solution, largest PDE residual: 6.9e-08 s^-1
Strang  32 steps, tau 5.000 ms: max err c 3.358e-04, q 1.831e-04
Strang  64 steps, tau 2.500 ms: max err c 8.399e-05, q 4.603e-05
Strang 128 steps, tau 1.250 ms: max err c 2.100e-05, q 1.148e-05
Strang 256 steps, tau 0.625 ms: max err c 5.251e-06, q 2.872e-06
Strang order: c 2.000, q 2.000
x=0.1999 m: c ref 0.74648, Strang32 0.74636; coverage 0.73876, 0.73871
x=0.3999 m: c ref 0.34494, Strang32 0.34527; coverage 0.17900, 0.17887
x=0.5999 m: c ref 0.01607, Strang32 0.01608; coverage 0.00404, 0.00400
change of integral of c-g*q: 4.2e-17 m
residuals, 32 steps: R_C 1.458e-03, R_q 1.613e-03
residuals, 64 steps: R_C 3.634e-04, R_q 4.035e-04
residual orders: 2.004, 1.999
Gronwall factor: 2883.9; bound at 64 steps: 2.212
Lie 256 steps: max err c 2.425e-03, q 3.512e-03
Lie order: c 0.998, q 0.999
Lie q against time-shifted reference: err 2.861e-06, order 1.995
sharp wall, 256 steps: max err c 2.087e-03, q 1.490e-03
sharp wall order: c 1.049, q 1.047
rounded-length model, 256 steps: err c 5.370e-06, q 1.359e-06
rounded-length model order: c 2.001, q 2.010
sharp wall total uptake, 256 steps: err 7.378e-07 m, order 2.002
rectangular pulse, 256 steps: max err q 1.219e-03, order 1.048
Euler adsorption, 256 steps: max err q 3.124e-03, order 1.009
midpoint adsorption, 256 steps: max err q 2.395e-05, order 2.022
```
